# Why a Nosé-Hoover ideal gas rings forever as a Toda oscillator: a program that tests the result

```python
"""
Result under test: an ideal gas with one Nose-Hoover thermostat obeys
    u'' = -omega^2 (exp(u) - 1),   u = ln(K/K0),   K0 = g kB T / 2,
    omega^2 = 2 g kB T / Q   (a Toda oscillator),
so a wrong initial temperature rings without decay, in hot spikes and
cold valleys.  A chain of three thermostats breaks the Toda integral.
K: kinetic energy, g: degrees of freedom, T: target temperature,
Q: thermostat mass, xi: thermostat friction rate, tau: thermostat time,
eps: Toda energy divided by omega^2, x = K/K0 = kinetic temperature / T.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB, atomic_mass
from scipy.integrate import solve_ivp, quad
from scipy.special import lambertw

# ---------- model parameters (SI) ----------
n_part = 64
g = 3 * n_part - 3
mass = 40 * atomic_mass
T = 300.0
T_start = 30.0
tau = 100e-15
kT = kB * T
K0 = g * kT / 2
Q = g * kT * tau**2
Q_small = kT * tau**2
omega = np.sqrt(2 * g * kT / Q)
fs = 1e-15


# ---------- Toda formulas ----------
def toda_eps(x):
    """Scaled Toda energy of a start at rest with K/K0 = x."""
    return x - 1 - np.log(x)


def turning_points(eps):
    """Smallest and largest K/K0 on the orbit."""
    arg = -np.exp(-1 - eps)
    return -lambertw(arg, 0).real, -lambertw(arg, -1).real


def branch_integral(turn, end, f=lambda u: 1.0):
    """Integral of f(u) over scaled time omega*t from u=end to the turning point."""
    side = np.sign(turn - end)

    def integrand(w):
        d = side * w * w
        gap = -np.exp(turn) * np.expm1(-d) - d
        return 2 * w * f(turn - d) / np.sqrt(2 * gap)
    return quad(integrand, 0, np.sqrt(abs(turn - end)),
                epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def orbit_integral(eps, f=lambda u: 1.0):
    """Integral of f(u) over one full period in scaled time."""
    low, high = np.log(turning_points(eps))
    return 2 * (branch_integral(low, 0.0, f) + branch_integral(high, 0.0, f))


eps = toda_eps(T_start / T)
x_min, x_max = turning_points(eps)
period_scaled = orbit_integral(eps)
period = period_scaled / omega
hot_fraction = 2 * branch_integral(np.log(x_max), 0.0) / period_scaled
width = 2 * branch_integral(np.log(x_max), np.log(x_max / 2)) / omega
var_toda = orbit_integral(eps, lambda u: np.expm1(u)**2) / period_scaled
mean_toda = 1 + orbit_integral(eps, np.expm1) / period_scaled

# ---------- limits of small and large amplitude ----------
small = 0.01
assert abs(orbit_integral(small) / (2 * np.pi * (1 + small / 12)) - 1) < 1e-5
big_peak = 400.0
big_eps = toda_eps(big_peak)
ballistic_ratio = orbit_integral(big_eps) / (2 * np.sqrt(2 * big_eps))
big_width = 2 * branch_integral(np.log(big_peak), np.log(big_peak / 2))
sech_ratio = big_width / (2 * np.arccosh(np.sqrt(2)) * np.sqrt(2 / big_peak))
assert abs(ballistic_ratio - 1) < 0.02   # corrections of order ln(A)/A
assert abs(sech_ratio - 1) < 0.01        # corrections of order 1/A

# ---------- direct dynamics of all particle velocities ----------
# The state is in SI units; the integration variable is time / tau, because
# the event finder has an absolute tolerance near 1e-15 in that variable.
dof = 3 * n_part
rng = np.random.default_rng(7)
vel = rng.normal(size=(n_part, 3))
vel -= vel.mean(axis=0)
vel = vel.ravel()
vel *= np.sqrt(2 * K0 * T_start / T / (mass * (vel @ vel)))


def particle_rhs(s, y, bath_mass):
    v, xi = y[:dof], y[dof:]
    dxi = np.empty(len(xi))
    dxi[0] = (mass * (v @ v) - g * kT) / bath_mass[0]
    for j in range(1, len(xi)):
        dxi[j] = (bath_mass[j - 1] * xi[j - 1]**2 - kT) / bath_mass[j]
    dxi[:-1] -= xi[:-1] * xi[1:]
    return tau * np.concatenate([-xi[0] * v, dxi])


def run_particles(bath_mass, s_end, events=None):
    y0 = np.concatenate([vel, np.zeros(len(bath_mass))])
    atol = np.concatenate([np.full(dof, 1e-7), np.full(len(bath_mass), 1e3)])
    return solve_ivp(particle_rhs, (0, s_end), y0, method="DOP853",
                     rtol=1e-10, atol=atol, args=(bath_mass,),
                     events=events, dense_output=True, max_step=0.05)


def scaled_kinetic(y):
    return 0.5 * mass * np.sum(y[:dof]**2, axis=0) / K0


def direction_change(y):
    start = vel / np.linalg.norm(vel)
    return np.max(np.abs(y[:dof] / np.linalg.norm(y[:dof]) - start))


def peak_event(s, y, bath_mass):
    return y[dof] * tau


peak_event.direction = 1
n_spikes = 20
single = run_particles([Q], n_spikes * period / tau, peak_event)
assert single.success
peak_s = single.t_events[0]
peak_t = peak_s * tau
peak_x = np.array([scaled_kinetic(y) for y in single.y_events[0]])
assert len(peak_t) == n_spikes
period_direct = (peak_t[-1] - peak_t[0]) / (n_spikes - 1)
assert abs(period_direct / period - 1) < 1e-6
assert np.max(np.abs(peak_x / x_max - 1)) < 1e-6
assert abs(x_min / (T_start / T) - 1) < 1e-9

samples = np.linspace(peak_s[3], peak_s[4], 4000, endpoint=False)
x_direct = scaled_kinetic(single.sol(samples))
mean_direct, var_direct = x_direct.mean(), np.mean((x_direct - 1)**2)
assert abs(mean_direct - 1) < 1e-5 and abs(mean_toda - 1) < 1e-7
assert abs(var_direct / var_toda - 1) < 1e-4
assert abs(np.mean(x_direct > 1) - hot_fraction) < 1e-3   # sampling step
assert abs(np.mean(x_direct > x_max / 2) * period / width - 1) < 0.01
assert np.max(np.abs(x_direct[1:] - x_direct[:0:-1])) < 1e-4  # time symmetry
turn_single = direction_change(single.y[:, -1])
assert turn_single < 1e-6

# ---------- chain: symbolic stationarity and Toda energy balance ----------
u, a, b, c = sp.symbols("u xi1 xi2 xi3", real=True)
G, th, q1, q2, q3 = sp.symbols("g kT Q1 Q2 Q3", positive=True)
coords = (u, a, b, c)
flow = (-2 * a, G * th * (sp.exp(u) - 1) / q1 - a * b,
        (q1 * a**2 - th) / q2 - b * c, (q2 * b**2 - th) / q3)
log_rho = G * (u - sp.exp(u)) / 2 - (q1*a**2 + q2*b**2 + q3*c**2) / (2 * th)
balance = sum(sp.diff(f, z) + f * sp.diff(log_rho, z)
              for f, z in zip(flow, coords))
assert sp.simplify(sp.expand(balance)) == 0
toda_energy = 2 * a**2 + (2 * G * th / q1) * (sp.exp(u) - 1 - u)
rate = sum(f * sp.diff(toda_energy, z) for f, z in zip(flow, coords))
assert sp.simplify(sp.expand(rate + b * (2 * a)**2)) == 0

# canonical relative variance of K from its stationary density
weight = lambda s: np.exp(0.5 * g * (s - np.expm1(s)))
norm = quad(weight, -1.5, 1.5, points=[0])[0]
var_canon = quad(lambda s: weight(s) * np.expm1(s)**2,
                 -1.5, 1.5, points=[0])[0] / norm
assert abs(var_canon / (2 / g) - 1) < 1e-6


# ---------- chain of three: reduced dynamics, time in units of tau ----------
def chain_rhs(t, y):
    s, y1, y2, y3 = y[0], y[1], y[2], y[3]
    dev = np.expm1(s)
    return [-2 * y1, dev - y1 * y2, g * y1 * y1 - 1 - y2 * y3, y2 * y2 - 1,
            dev, dev * dev, g * y1 * y1]


def run_chain(x_start, settle=100.0, length=2500.0):
    y0 = [np.log(x_start), 0, 0, 0, 0, 0, 0]
    first = solve_ivp(chain_rhs, (0, settle), y0, method="DOP853",
                      rtol=1e-8, atol=1e-9, max_step=0.1)
    y1 = first.y[:, -1].copy()
    y1[4:] = 0
    late = solve_ivp(chain_rhs, (0, length), y1, method="DOP853",
                     rtol=1e-7, atol=1e-8)
    assert first.success and late.success
    mean_dev, var, bath = late.y[4:, -1] / length
    return dict(first_peak=np.exp(first.y[0].max()),
                late_peak=np.exp(late.y[0].max()),
                late_min=np.exp(late.y[0].min()),
                mean=1 + mean_dev, var=var, bath=bath,
                xi2_min=late.y[2].min(), xi2_max=late.y[2].max())


# the reduced chain equations agree with the full particle dynamics
s_short = 5.0
full = run_particles([Q, Q_small, Q_small], s_short)
reduced = solve_ivp(chain_rhs, (0, s_short),
                    [np.log(T_start / T), 0, 0, 0, 0, 0, 0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
assert abs(scaled_kinetic(full.y[:, -1]) / np.exp(reduced.y[0, -1]) - 1) < 1e-5
turn_chain = direction_change(full.y[:, -1])
assert turn_chain < 1e-6

cold = run_chain(T_start / T)
hot_start = 600.0
hot = run_chain(hot_start / T)
assert cold["first_peak"] < x_max
for res in (cold, hot):
    assert res["late_peak"] < 0.6 * x_max
    assert abs(res["mean"] - 1) < 0.02
    # finite run with correlated samples: statistical error of order 10 %
    assert abs(res["var"] / var_canon - 1) < 0.35
    assert abs(res["bath"] - 1) < 0.35
    assert res["xi2_min"] < 0 < res["xi2_max"]

bath_single = g / 2 * orbit_integral(
    eps, lambda s: 2 * (eps - np.expm1(s) + s)) / period_scaled

# ---------- printed numbers ----------
print(f"particles N = {n_part}, degrees of freedom g = {g}")
print(f"particle mass = {mass:.5e} kg")
print(f"target T = {T:.0f} K, start = {T_start:.0f} K, tau = {tau/fs:.0f} fs")
print(f"kB T = {kT:.5e} J, K0 = {K0:.5e} J")
print(f"Q = {Q:.5e} J s^2, Q2 = Q3 = {Q_small:.5e} J s^2")
print(f"omega = {omega:.5e} s^-1")
print(f"small-amplitude period = {2*np.pi/omega/fs:.2f} fs")
print(f"u at start = {np.log(T_start/T):.5f}, scaled Toda energy = {eps:.5f}")
print(f"peak K/K0 = {x_max:.5f}, peak u = {np.log(x_max):.5f}")
print(f"peak temperature (formula) = {x_max*T:.2f} K")
print(f"spike 1 temperature (particles) = {peak_x[0]*T:.2f} K")
print(f"spike {n_spikes} temperature (particles) = {peak_x[-1]*T:.2f} K")
print(f"period (quadrature) = {period/fs:.3f} fs")
print(f"period (particles) = {period_direct/fs:.3f} fs")
print(f"first spike at = {peak_t[0]/fs:.2f} fs")
print(f"last spike at = {peak_t[-1]/fs:.1f} fs")
print(f"spike full width at half maximum = {width/fs:.2f} fs")
print(f"fraction of time above target = {hot_fraction:.4f}")
print(f"mean temperature, single (particles) = {mean_direct*T:.3f} K")
print(f"relative variance of K, single = {var_toda:.5f}")
print(f"relative variance of K, canonical = {var_canon:.6f}")
print(f"temperature spread, single = {np.sqrt(var_toda)*T:.2f} K")
print(f"temperature spread, canonical = {np.sqrt(var_canon)*T:.2f} K")
print(f"mean Q xi^2/(kB T), single = {bath_single:.2f}")
print(f"A = {big_peak:.0f}: period / ballistic formula = {ballistic_ratio:.4f}")
print(f"A = {big_peak:.0f}: width / sech^2 formula = {sech_ratio:.4f}")
for start in (150.0, 270.0, 600.0):
    e = toda_eps(start / T)
    lo, hi = turning_points(e)
    print(f"start {start:.0f} K: range {lo*T:.1f} to {hi*T:.1f} K, "
          f"period {orbit_integral(e)/omega/fs:.1f} fs")
print("chain runs: first 10 ps settling, then 250 ps averaged")
for name, res in ((f"{T_start:.0f} K", cold), (f"{hot_start:.0f} K", hot)):
    print(f"chain from {name}: highest T in first 10 ps = "
          f"{res['first_peak']*T:.1f} K")
    print(f"  late range = {res['late_min']*T:.1f} to "
          f"{res['late_peak']*T:.1f} K, late mean = {res['mean']*T:.2f} K")
    print(f"  late spread = {np.sqrt(res['var'])*T:.2f} K, "
          f"mean Q1 xi1^2/(kB T) = {res['bath']:.3f}")
    print(f"  late xi2*tau from {res['xi2_min']:.2f} to {res['xi2_max']:.2f}")
print(f"largest change of momentum direction, single = {turn_single:.1e}")
print(f"largest change of momentum direction, chain = {turn_chain:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
particles N = 64, degrees of freedom g = 189
particle mass = 6.64216e-26 kg
target T = 300 K, start = 30 K, tau = 100 fs
kB T = 4.14195e-21 J, K0 = 3.91414e-19 J
Q = 7.82828e-45 J s^2, Q2 = Q3 = 4.14195e-47 J s^2
omega = 1.41421e+13 s^-1
small-amplitude period = 444.29 fs
u at start = -2.30259, scaled Toda energy = 1.40259
peak K/K0 = 3.71495, peak u = 1.31237
peak temperature (formula) = 1114.49 K
spike 1 temperature (particles) = 1114.49 K
spike 20 temperature (particles) = 1114.49 K
period (quadrature) = 497.186 fs
period (particles) = 497.186 fs
first spike at = 248.59 fs
last spike at = 9695.1 fs
spike full width at half maximum = 109.70 fs
fraction of time above target = 0.3289
mean temperature, single (particles) = 300.000 K
relative variance of K, single = 1.32764
relative variance of K, canonical = 0.010582
temperature spread, single = 345.67 K
temperature spread, canonical = 30.86 K
mean Q xi^2/(kB T), single = 125.46
A = 400: period / ballistic formula = 1.0106
A = 400: width / sech^2 formula = 1.0014
start 150 K: range 150.0 to 526.9 K, period 451.5 fs
start 270 K: range 270.0 to 332.1 K, period 444.5 fs
start 600 K: range 121.9 to 600.0 K, period 455.7 fs
chain runs: first 10 ps settling, then 250 ps averaged
chain from 30 K: highest T in first 10 ps = 403.3 K
  late range = 191.5 to 416.8 K, late mean = 300.16 K
  late spread = 31.46 K, mean Q1 xi1^2/(kB T) = 1.062
  late xi2*tau from -3.93 to 3.38
chain from 600 K: highest T in first 10 ps = 600.0 K
  late range = 217.1 to 442.8 K, late mean = 299.86 K
  late spread = 31.30 K, mean Q1 xi1^2/(kB T) = 1.061
  late xi2*tau from -3.69 to 3.84
largest change of momentum direction, single = 6.1e-16
largest change of momentum direction, chain = 1.1e-16
ALL CHECKS PASSED
```
